# Target Poisoning and the S-Shaped Pressure-Flow Curve in the Berg Model: verification in Python

```python
"""Steady states of the Berg model of reactive sputtering.

Result under test: with
  x     = 2 a_t F/(b j Yc)       scaled pressure (F = molecular flux)
  r     = Ym/Yc                  metal yield / compound yield
  kappa = a_c A_c/(a_t A_t)      collector / target gettering
  sigma = 4 S/(v a_t A_t)        scaled pumping speed (v = mean speed)
  D     = r + (1+kappa) x + kappa x^2
the gas flow in units b j Yc A_t/2 is
  q = sigma x + x/(1+x) + kappa r x/D,
and pressure against flow is S-shaped (exactly two folds) if and only if
r > 1 and sigma < sigma_c = max_x [kappa r (kappa x^2-r)/D^2 - 1/(1+x)^2].
Moreover sigma_c < r-1, and a state at fixed flow is stable exactly when
the flow rises with pressure.
The direct side uses only the surface and gas balances in SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = const.k
BASE = dict(At=0.01, Ac=0.2, j=100.0 / const.e, Ym=0.5, Yc=0.1, b=2.0,
            at=0.5, ac=0.5, S=0.05, m=32 * const.atomic_mass, T=300.0)
VOLUME = 0.05      # chamber volume, m^3 (affects only the time course)
SITES = 1.0e19     # surface sites per m^2 (affects only the time course)


# ---------- direct side: the balances themselves ----------
def surface_rates(tht, thc, p, c):
    """Net compound formation per area on target and on collector."""
    flux = p / np.sqrt(2 * np.pi * c['m'] * kB * c['T'])
    ratio = c['At'] / c['Ac']
    target = (2 * c['at'] * flux * (1 - tht) / c['b']
              - c['j'] * c['Yc'] * tht)
    gain = 2 * c['ac'] * flux / c['b'] + c['j'] * c['Yc'] * tht * ratio
    burial = c['j'] * c['Ym'] * (1 - tht) * ratio
    return target, gain * (1 - thc) - burial * thc


def gas_losses(tht, thc, p, c):
    """Molecules per second taken by target, collector and pump."""
    flux = p / np.sqrt(2 * np.pi * c['m'] * kB * c['T'])
    return np.array([c['at'] * flux * (1 - tht) * c['At'],
                     c['ac'] * flux * (1 - thc) * c['Ac'],
                     c['S'] * p / (kB * c['T'])])


def direct_state(p, c, clean_supply=False):
    """Zero both surface rates; each is affine in its own coverage."""
    f0 = surface_rates(0.0, 0.0, p, c)[0]
    f1 = surface_rates(1.0, 0.0, p, c)[0]
    tht = f0 / (f0 - f1)
    seen = 0.0 if clean_supply else tht
    g0 = surface_rates(seen, 0.0, p, c)[1]
    g1 = surface_rates(seen, 1.0, p, c)[1]
    thc = g0 / (g0 - g1)
    return tht, thc, gas_losses(tht, thc, p, c)


def count_folds(p, c):
    signs = np.sign(np.diff(direct_state(p, c)[2].sum(axis=0)))
    return int(np.sum(signs[1:] != signs[:-1]))


# ---------- derived side: the closed formulas ----------
def scales(c):
    p0 = (c['b'] * c['j'] * c['Yc'] / (2 * c['at'])
          * np.sqrt(2 * np.pi * c['m'] * kB * c['T']))
    q0 = c['b'] * c['j'] * c['Yc'] * c['At'] / 2
    speed = np.sqrt(8 * kB * c['T'] / (np.pi * c['m']))
    s0 = c['at'] * c['At'] * speed / 4
    return p0, q0, s0, speed


def flow_formula(x, kappa, r, sigma):
    D = r + (1 + kappa) * x + kappa * x**2
    return sigma * x + x / (1 + x) + kappa * r * x / D


def fold_function(x, kappa, r):
    D = r + (1 + kappa) * x + kappa * x**2
    return kappa * r * (kappa * x**2 - r) / D**2 - 1 / (1 + x)**2


def critical_sigma(kappa, r):
    lx = np.linspace(-7, 7, 2801)
    i = int(np.argmax(fold_function(10**lx, kappa, r)))
    i = min(max(i, 1), len(lx) - 2)
    best = minimize_scalar(lambda u: -fold_function(10**u, kappa, r),
                           bounds=(lx[i - 1], lx[i + 1]), method='bounded',
                           options={'xatol': 1e-10})
    return -best.fun, 10**best.x


# ---------- symbolic test of the fold polynomial ----------
X, K, R, G = sp.symbols('x kappa r sigma', positive=True)
Ds = R + (1 + K) * X + K * X**2
qs = G * X + X / (1 + X) + K * R * X / Ds
numerator = sp.cancel(sp.diff(qs, X) * (1 + X)**2 * Ds**2)
base = [R**2 * (1 + K), 2 * R * (1 + K + K * R),
        1 + K * (2 + 2 * R + R**2) - K**2 * (R - 1),
        2 * K * (1 - K * (R - 1)), -K**2 * (R - 1)]
claimed = (G * (1 + X)**2 * Ds**2
           + sum(a * X**n for n, a in enumerate(base)))
assert sp.expand(numerator - claimed) == 0
s = sp.Poly(sp.expand((1 + X)**2 * Ds**2), X).all_coeffs()[::-1]
positive_form = (R - K)**2 + 2 * R * (1 + K) + 2 * K * (1 + R + K)
assert sp.expand(s[2] + s[4] - s[3] - positive_form) == 0

# ---------- example: direct curve against formula ----------
c = BASE
p0, q0, s0, speed = scales(c)
r = c['Ym'] / c['Yc']
kappa = c['ac'] * c['Ac'] / (c['at'] * c['At'])
sigma = c['S'] / s0
xg = np.geomspace(1e-2, 1e2, 40001)
tht, thc, losses = direct_state(xg * p0, c)
total = losses.sum(axis=0)
assert np.allclose(total, q0 * flow_formula(xg, kappa, r, sigma),
                   rtol=1e-10)
assert np.allclose(tht, xg / (1 + xg), rtol=1e-10)
Dg = r + (1 + kappa) * xg + kappa * xg**2
assert np.allclose(1 - thc, r / Dg, rtol=1e-8)

# Folds: roots of the sextic against extrema of the direct curve
sextic = sp.Poly(claimed.subs({K: kappa, R: r, G: sigma}), X)
roots = np.roots([float(a) for a in sextic.all_coeffs()])
folds = np.sort([z.real for z in roots
                 if abs(z.imag) < 1e-8 * abs(z) and z.real > 0])
assert len(folds) == 2 and count_folds(xg * p0, c) == 2
slope_sign = np.sign(np.diff(total))
turn = np.where(slope_sign[1:] != slope_sign[:-1])[0] + 1
assert np.allclose(xg[turn], folds, rtol=1e-3)
fold_q = flow_formula(folds, kappa, r, sigma)
assert np.allclose(total[turn], q0 * fold_q, rtol=1e-6)

# Critical pumping speed: bisection on the direct curve
sigma_c, x_c = critical_sigma(kappa, r)
low, high = 0.0, 10 * s0
for _ in range(40):
    mid = 0.5 * (low + high)
    if count_folds(xg * p0, dict(c, S=mid)) > 0:
        low = mid
    else:
        high = mid
S_bisect = 0.5 * (low + high)
assert abs(S_bisect / (sigma_c * s0) - 1) < 1e-4

# A collector that always sees a clean target gives no fold
frozen = direct_state(xg * p0, c, clean_supply=True)[2]
assert np.all(np.diff(frozen.sum(axis=0)) > 0)
assert np.all(np.diff(frozen[1]) > 0)

# ---------- random parameters: criterion against counted folds ----------
rng = np.random.default_rng(7)
wide = np.geomspace(1e-4, 1e5, 8001)
n_folded = n_single = n_low_yield = 0
for trial in range(240):
    kap = 10**rng.uniform(-1, 3)
    if trial % 3 == 0:
        rr = rng.uniform(0.3, 0.95)
        sig = 1e-6
        expected = 0
        n_low_yield += 1
    else:
        rr = 10**rng.uniform(np.log10(1.15), np.log10(20))
        sc = critical_sigma(kap, rr)[0]
        assert 0 < sc < rr - 1
        if trial % 3 == 1:
            sig, expected = sc * rng.uniform(0.3, 0.95), 2
            n_folded += 1
        else:
            sig, expected = sc * rng.uniform(1.05, 3.0), 0
            n_single += 1
    t = dict(c, at=rng.uniform(0.1, 1), ac=rng.uniform(0.1, 1),
             Ym=rr * c['Yc'], b=rng.uniform(1, 3))
    t['Ac'] = kap * t['at'] * t['At'] / t['ac']
    tp0, _, ts0, _ = scales(t)
    t['S'] = sig * ts0
    assert count_folds(wide * tp0, t) == expected, (kap, rr, sig)

# Large-collector limit of the critical pumping speed
big = 1e12
deficit = 1 - critical_sigma(big, r)[0] / (r - 1)
deficit_law = 3 * (r**2 / (big * (r - 1)))**(1 / 3)
assert abs(deficit / deficit_law - 1) < 0.01


# ---------- time-dependent equations at fixed flow ----------
def time_rates(y, flow):
    """y = target coverage, collector coverage, pressure/p0."""
    p = y[2] * p0
    f, g = surface_rates(y[0], y[1], p, c)
    lost = gas_losses(y[0], y[1], p, c).sum()
    return np.array([f / SITES, g / SITES,
                     kB * c['T'] / (VOLUME * p0) * (flow - lost)])


n_unstable = 0
for x in np.geomspace(0.01, 100, 61):
    a, d, parts = direct_state(x * p0, c)
    y = np.array([a, d, x])
    flow = parts.sum()
    J = np.zeros((3, 3))
    for k, h in enumerate((1e-3, 1e-3, 1e-3 * x)):
        step = np.zeros(3)
        step[k] = h
        J[:, k] = (time_rates(y + step, flow)
                   - time_rates(y - step, flow)) / (2 * h)
    off = J - np.diag(np.diag(J))
    assert off.min() >= -1e-9 * np.abs(J).max()
    h = 1e-4 * x * p0
    dQdp = (direct_state(x * p0 + h, c)[2].sum()
            - direct_state(x * p0 - h, c)[2].sum()) / (2 * h)
    schur = np.linalg.det(-J) / np.linalg.det(-J[:2, :2])
    unit = kB * c['T'] / VOLUME
    assert abs(schur - unit * dQdp) < 1e-5 * unit * flow / (x * p0)
    growing = np.linalg.eigvals(J).real.max() > 0
    assert growing == (dQdp < 0)
    n_unstable += int(growing)
assert 0 < n_unstable < 61


def state_at(q, lo, hi):
    return brentq(lambda x: flow_formula(x, kappa, r, sigma) - q, lo, hi,
                  xtol=1e-13)


def evolve(q, poisoned):
    y0 = [1.0, 1.0, q / sigma] if poisoned else [0.0, 0.0, 0.0]
    sol = solve_ivp(lambda t, y: time_rates(y, q * q0), (0, 3000), y0,
                    method='Radau', rtol=1e-7, atol=1e-10)
    assert sol.success
    return sol.y[2, -1]


x1, x2 = folds
q_up, q_down = fold_q
far = 2 * q_up / sigma
checks = [(0.98 * q_up, False, 1e-9, x1), (1.02 * q_up, False, x2, far),
          (1.02 * q_down, True, x2, far), (0.98 * q_down, True, 1e-9, x1)]
end_x = []
for q, poisoned, lo, hi in checks:
    end_x.append(evolve(q, poisoned))
    assert abs(end_x[-1] / state_at(q, lo, hi) - 1) < 1e-3

# ---------- worked example ----------
sccm = const.atm * 1e-6 / (kB * 273.15) / 60
x_jump_up = state_at(q_up, x2, far)
x_jump_down = state_at(q_down, 1e-9, x1)
q_mid = 0.5 * (q_up + q_down)
three = [state_at(q_mid, 1e-9, x1), state_at(q_mid, x1, x2),
         state_at(q_mid, x2, far)]
h = 1e-4 * three[1] * p0
parts = kB * c['T'] * (direct_state(three[1] * p0 + h, c)[2]
                       - direct_state(three[1] * p0 - h, c)[2]) / (2 * h)
assert parts[0] > 0 and parts[2] > 0 and parts[1] < 0 and parts.sum() < 0

print(f"target area {c['At']:.3f} m^2, collector area {c['Ac']:.3f} m^2")
print(f"ion current density {c['j'] * const.e:.1f} A/m^2")
print(f"ion flux j = {c['j']:.4e} m^-2 s^-1")
print(f"yields: metal {c['Ym']:.2f}, compound {c['Yc']:.2f}")
print(f"X atoms per metal atom b = {c['b']:.0f}")
print(f"sticking: target {c['at']:.2f}, collector {c['ac']:.2f}")
print(f"molecular mass {c['m'] / const.atomic_mass:.1f} u, "
      f"temperature {c['T']:.1f} K")
print(f"pumping speed S = {c['S']:.3f} m^3/s")
print(f"mean molecular speed = {speed:.2f} m/s")
print(f"pressure unit (x=1) = {p0 * 1e3:.4f} mPa")
print(f"flow unit Q0 = {q0:.4e} molecules/s")
print(f"pumping unit a_t A_t v/4 = {s0:.4f} m^3/s")
print(f"r = {r:.3f}, kappa = {kappa:.3f}, sigma = {sigma:.5f} (no unit)")
print(f"sigma_c = {sigma_c:.5f} at x = {x_c:.4f} (no unit)")
print(f"critical pumping speed, formula = {sigma_c * s0:.5f} m^3/s")
print(f"critical pumping speed, bisection = {S_bisect:.5f} m^3/s")
print(f"upper bound on it = {(r - 1) * s0:.4f} m^3/s")
for kk in (kappa, 1e3, 1e6):
    print(f"sigma_c/(r-1) at kappa={kk:.0f}: "
          f"{critical_sigma(kk, r)[0] / (r - 1):.4f} (no unit)")
print(f"kappa=1e12: deficit {deficit:.4e}, law {deficit_law:.4e}")
print(f"one sccm (0 C, 1 atm) = {sccm:.4e} molecules/s")
for name, x, q in (("poisoning", x1, q_up), ("recovery", x2, q_down)):
    a, d, _ = direct_state(x * p0, c)
    print(f"{name} fold: x = {x:.4f}, pressure {x * p0 * 1e3:.4f} mPa")
    print(f"  flow {q * q0:.4e} molecules/s = {q * q0 / sccm:.4f} sccm")
    print(f"  q = {q:.4f}, coverages target {a:.4f}, collector {d:.4f}")
print(f"after poisoning jump: {x_jump_up * p0 * 1e3:.3f} mPa, "
      f"target coverage {x_jump_up / (1 + x_jump_up):.4f}")
print(f"pressure ratio of that jump = {x_jump_up / x1:.2f}")
print(f"after recovery jump: {x_jump_down * p0 * 1e3:.4f} mPa, "
      f"target coverage {x_jump_down / (1 + x_jump_down):.4f}")
print(f"pressure ratio of that jump = {x2 / x_jump_down:.2f}")
print(f"mid-window flow = {q_mid * q0:.4e} molecules/s "
      f"= {q_mid * q0 / sccm:.4f} sccm, q = {q_mid:.4f}")
for name, x in zip(("low", "middle", "high"), three):
    a, d, _ = direct_state(x * p0, c)
    print(f"  {name}: x = {x:.4f}, {x * p0 * 1e3:.4f} mPa, "
          f"coverages {a:.4f}, {d:.4f}")
print("kT dQ/dp at middle state, m^3/s:")
print(f"  target {parts[0]:.4f}, collector {parts[1]:.4f}, "
      f"pump {parts[2]:.4f}, sum {parts.sum():.4f}")
print("time runs, final pressure in mPa:")
for (q, poisoned, _, _), x in zip(checks, end_x):
    print(f"  {'poisoned' if poisoned else 'clean'} start, flow "
          f"{q * q0 / sccm:.4f} sccm: {x * p0 * 1e3:.4f}")
print(f"random cases: {n_folded} two folds, {n_single} none (fast pump), "
      f"{n_low_yield} none (r<1)")
print(f"stability sign checked at 61 pressures, {n_unstable} unstable")
print("PASS")
```

Output:

```
target area 0.010 m^2, collector area 0.200 m^2
ion current density 100.0 A/m^2
ion flux j = 6.2415e+20 m^-2 s^-1
yields: metal 0.50, compound 0.10
X atoms per metal atom b = 2
sticking: target 0.50, collector 0.50
molecular mass 32.0 u, temperature 300.0 K
pumping speed S = 0.050 m^3/s
mean molecular speed = 445.53 m/s
pressure unit (x=1) = 4.6421 mPa
flow unit Q0 = 6.2415e+17 molecules/s
pumping unit a_t A_t v/4 = 0.5569 m^3/s
r = 5.000, kappa = 20.000, sigma = 0.08978 (no unit)
sigma_c = 0.47767 at x = 1.1659 (no unit)
critical pumping speed, formula = 0.26602 m^3/s
critical pumping speed, bisection = 0.26602 m^3/s
upper bound on it = 2.2276 m^3/s
sigma_c/(r-1) at kappa=20: 0.1194 (no unit)
sigma_c/(r-1) at kappa=1000: 0.5566 (no unit)
sigma_c/(r-1) at kappa=1000000: 0.9458 (no unit)
kappa=1e12: deficit 5.5250e-04, law 5.5260e-04
one sccm (0 C, 1 atm) = 4.4780e+17 molecules/s
poisoning fold: x = 0.6447, pressure 2.9927 mPa
  flow 1.7794e+18 molecules/s = 3.9736 sccm
  q = 2.8509, coverages target 0.3920, collector 0.8138
recovery fold: x = 5.5204, pressure 25.6262 mPa
  flow 1.3095e+18 molecules/s = 2.9243 sccm
  q = 2.0980, coverages target 0.8466, collector 0.9932
after poisoning jump: 85.035 mPa, target coverage 0.9482
pressure ratio of that jump = 28.41
after recovery jump: 0.8522 mPa, target coverage 0.1551
pressure ratio of that jump = 30.07
mid-window flow = 1.5444e+18 molecules/s = 3.4490 sccm, q = 2.4744
  low: x = 0.2737, 1.2705 mPa, coverages 0.2149, 0.5917
  middle: x = 1.8096, 8.4005 mPa, coverages 0.6441, 0.9539
  high: x = 13.3327, 61.8914 mPa, coverages 0.9302, 0.9987
kT dQ/dp at middle state, m^3/s:
  target 0.0705, collector -0.2862, pump 0.0500, sum -0.1656
time runs, final pressure in mPa:
  clean start, flow 3.8941 sccm: 2.1510
  clean start, flow 4.0531 sccm: 88.3625
  poisoned start, flow 2.9828 sccm: 35.0411
  poisoned start, flow 2.8658 sccm: 0.8180
random cases: 80 two folds, 80 none (fast pump), 80 none (r<1)
stability sign checked at 61 pressures, 14 unstable
PASS
```
